Stress Relaxation of a Creeping Solder Joint Behind an Elastic Board

**Problem**

A solder joint connects a stiff package to a circuit board. The joint has height h, shear area A and shear modulus G, and it creeps in shear. The board acts as a linear spring of stiffness K in series with the joint. At time zero the far ends of this chain are displaced relative to each other by Δ, so quickly that no creep occurs meanwhile. Then Δ is held constant, and so is the temperature.

The shear stress τ is taken as uniform over the joint, and the shear strain is the engineering strain, displacement divided by height. It is the sum of an elastic part τ/G and a creep part γ, which starts at zero. Creep follows Norton's law,

dγ/dt = B τⁿ, with τ > 0 and n ≥ 1.

How does the board spring change the relaxation of the stress and the final creep strain, compared with a rigid board (K → ∞)?

The question is incomplete until it says what the two joints share. "Fixed displacement" means that Δ does not change in time. It does not say that both joints receive the same Δ. Two comparisons are therefore needed:

(a) both joints start at the same stress τ₀;
(b) both chains receive the same displacement Δ.

The numbers are rough typical values for a tin-silver-copper ball joint on a glass-epoxy board at 373 K: diameter 0.5 mm, h = 0.2 mm, G = 15 GPa, n = 6, and a creep rate of 1×10⁻⁵ per second at a shear stress of 10 MPa. The board has K = 3 N/µm, and the sprung joint starts at τ₀ = 10 MPa.

**A first estimate by scaling**

The joint by itself is an elastic spring of stiffness

K_j = GA/h.

With A = π(0.5 mm)²/4 = 0.1963 mm² and G = 15 000 N/mm²,

K_j = 15 000 × 0.1963/0.2 N/mm = 14.7 N/µm.

The joint is about five times stiffer than the board. Under a common force F, the joint stretches elastically by F/K_j and the board by F/K. The total is larger than the joint's own share by the factor

Z = (F/K_j + F/K)/(F/K_j) = 1 + K_j/K = 1 + 14.73/3 = 5.91.

To remove the stress, creep must take up the whole elastic displacement, the board's as well as the joint's. The joint's share corresponds to a strain τ₀/G, so the creep strain needed is about Zτ₀/G. If creep went on at its initial rate, this would take

t ≈ (Zτ₀/G)/(Bτ₀ⁿ) = Z t_c, where t_c = 1/(G B τ₀ⁿ⁻¹).

Here t_c = (10/15 000)/(1×10⁻⁵ s⁻¹) = 66.7 s, which is the estimate for the rigid board. With the spring the estimate is 5.91 × 66.7 s = 394 s. At equal initial stress, scaling thus suggests a relaxation slower by Z and a final creep strain larger by Z.

At equal Δ the estimate changes. Creep must take up the same displacement in both chains, so the final creep strain should be Δ/h in both. The rigid chain, however, starts at the higher stress Zτ₀, where creep is Zⁿ times faster. Its relaxation time should be shorter by Zⁿ.

The weak point of the estimate is the constant creep rate. With n = 6, halving the stress reduces the rate by 2⁶ = 64. The times need an exact solution.

**Exact solution**

*Equilibrium and compatibility.* The same force F = τA passes through board and joint. The board stretches by τA/K, and the joint shears by h(τ/G + γ). The two add up to Δ:

τA/K + hτ/G + hγ = Δ.

Divide by h and take τ/G out of the first two terms:

(τ/G)[1 + GA/(hK)] + γ = Δ/h.

The bracket is 1 + K_j/K = Z, so

Zτ/G + γ = Δ/h. (1)

At time zero γ = 0, which gives the initial stress

τ₀ = GΔ/(hZ). (2)

*Equation for the stress.* The right side of (1) is constant in time. Differentiation gives (Z/G) dτ/dt + dγ/dt = 0, and Norton's law then gives

dτ/dt = −(G/Z) B τⁿ. (3)

The minus sign says that creep unloads the joint. The factor 1/Z is the elastic follow-up: as the stress falls, the board springs back and passes its displacement to the joint. Each unit of stress lost then costs Z/G of creep strain instead of 1/G.

*Integration for n > 1.* Separate the variables in (3):

τ⁻ⁿ dτ = −(GB/Z) dt.

Integrate from τ₀ at time zero to τ at time t:

(τ¹⁻ⁿ − τ₀¹⁻ⁿ)/(1 − n) = −GBt/Z.

Multiplying by 1 − n turns the minus sign on the right into the factor n − 1:

τ¹⁻ⁿ = τ₀¹⁻ⁿ + (n − 1)GBt/Z. (4)

Take out τ₀¹⁻ⁿ, use GBτ₀ⁿ⁻¹ = 1/t_c, and raise both sides to the power −1/(n − 1):

τ(t) = τ₀ [1 + (n − 1) t/(Z t_c)]^(−1/(n−1)). (5)

*The case n = 1.* Equation (3) is then linear, t_c = 1/(GB), and

τ(t) = τ₀ exp[−t/(Z t_c)].

In both cases Z and t enter only through t/Z. At equal τ₀ the spring stretches the time axis by Z and leaves the shape of the curve unchanged.

*Time to a given stress.* Set τ = fτ₀ in (5), with 0 < f < 1, and solve for t:

t_f = Z t_c (f¹⁻ⁿ − 1)/(n − 1), (6)

or Z t_c ln(1/f) for n = 1.

*Creep strain.* Since Δ/h = Zτ₀/G by (2), equation (1) gives

γ(t) = (Z/G)[τ₀ − τ(t)]. (7)

The stress tends to zero at long times, so

γ(∞) = Zτ₀/G = Δ/h. (8)

Both halves of the answer are in (8). At equal τ₀ the final creep strain grows by the factor Z. At equal Δ the spring does not change it.

**Equal initial stress**

By (8), the two chains need different displacements. With the spring,

Δ = Zhτ₀/G = 5.909 × 0.2 mm × 10/15 000 = 0.788 µm,

while the rigid board needs 0.133 µm. The difference is the stretch of the board. For (6) at half stress, the factor is (2⁵ − 1)/5 = 6.2. After one hour, (5) contains

1 + 5 × 3600/(5.909 × 66.67) = 46.7, and 46.7^(−1/5) = 0.464,

so the sprung joint still carries 4.64 MPa. Equation (7) then gives a creep strain of 5.909 × (10 − 4.636)/15 000 = 0.211 %. The same steps with Z = 1 give the values for the rigid board:

- Time to half stress: 413 s rigid, 2440 s with the spring.
- Stress after 1 h: 3.26 MPa rigid, 4.64 MPa with the spring.
- Creep strain after 1 h: 0.045 % rigid, 0.211 % with the spring.
- Final creep strain: 0.067 % rigid, 0.394 % with the spring.

Slower relaxation and more creep do not conflict. Both joints start with the same creep rate, but the sprung joint keeps its stress longer and so goes on creeping faster.

The gain in creep strain can be bounded at every time. Let g(t) be the creep strain with the rigid board. Because the stress depends on t/Z, equation (7) gives Z g(t/Z) for the sprung joint. The function g starts at zero and increases, and its slope Bτⁿ falls with time, so it is concave. Concavity gives g(t/Z) > g(t)/Z, so the gain exceeds 1. Growth gives g(t/Z) < g(t), so the gain is less than Z. It tends to 1 at early times, when both strains are Bτ₀ⁿt, and to Z at late times. After one hour it is 4.70, about 80 % of the limit 5.91.

The word "final" needs care for n > 1, because the stress decays as a power of time. By (6), a tenth of the initial stress is reached after 15 days with the rigid board and after 91 days with the spring. After one hour the sprung joint has reached 0.211/0.394 = 54 % of its final creep strain.

The limit of a very soft board is also instructive. If K → 0 at fixed τ₀, then Z → ∞ and (5) gives τ = τ₀ at any finite time. The spring has become a dead load, and the joint creeps at the constant rate Bτ₀ⁿ without a final strain. The displacement needed to set up this state also grows without limit.

**Equal displacement**

Now both chains receive Δ = 0.788 µm. By (2), the rigid board puts the joint at

τ₁ = Zτ₀ = 59.1 MPa

instead of 10 MPa. To compare the two histories, let S = Zτ for the sprung joint. Multiply (3) by Z and insert τ = S/Z:

dS/dt = −GB(S/Z)ⁿ = −(GB/Zⁿ) Sⁿ.

The rigid chain obeys the same equation without the factor 1/Zⁿ, and both start from S = GΔ/h. The sprung chain therefore follows the same curve with time stretched by Zⁿ, here 5.909⁶ ≈ 4.3×10⁴. By (1), γ = Δ/h − S/G in both chains. S is larger with the spring at every finite time after the start, so the creep strain is smaller. After one hour it is 0.211 % with the spring and 0.372 % without. Both tend to 0.394 %.

The sprung joint starts at the lower stress but does not stay there. For n > 1, apply (4) to both chains and equate the stresses:

τ₀¹⁻ⁿ + (n − 1)GBt/Z = (Zτ₀)¹⁻ⁿ + (n − 1)GBt.

Collect the terms in t on the right:

τ₀¹⁻ⁿ(1 − Z¹⁻ⁿ) = (n − 1)GBt(1 − 1/Z).

Divide, and use t_c = τ₀¹⁻ⁿ/(GB):

t_x = t_c (1 − Z¹⁻ⁿ)/[(n − 1)(1 − 1/Z)]. (9)

Here Z¹⁻ⁿ is about 10⁻⁴ and 1 − 1/Z = 0.831, so t_x = 66.7 s/(5 × 0.831) = 16 s. After that the sprung joint carries more stress. At late times the first term on the right of (4) is negligible, and the ratio of the stresses tends to Z^(1/(n−1)) = 1.43. After one hour it is 4.64/3.26 = 1.42.

**Energy**

Strain is not the only measure of what the joint has undergone. The energy dissipated by creep, per volume of joint, is the integral of τ dγ. By (7), dγ = −(Z/G)dτ, so

W = ∫ τ dγ = (Z/G) ∫₀^τ₀ τ dτ = Zτ₀²/(2G). (10)

The minus sign has been used to exchange the limits. This is the elastic energy first stored in the chain. The joint holds τ₀²/(2G) per volume. The board holds (τ₀A)²/(2K), which divided by the joint volume Ah is τ₀²A/(2Kh) = (Z − 1)τ₀²/(2G). The sum is (10).

At equal initial stress the spring raises W from 3.3 to 19.7 kJ/m³. At equal displacement, inserting (2) gives W = GΔ²/(2h²Z), so the spring lowers W by the factor Z, from 116 to 19.7 kJ/m³. In comparison (b) the final strain does not distinguish the two joints, but the energy does.

**Estimate and exact solution compared**

The estimate gave the final creep strains correctly, because they follow from compatibility and from the vanishing of the stress. It also gave the ratios of the times, Z at equal stress and Zⁿ at equal displacement.

The times themselves are poor if read as half-stress times. The exact value with the spring is 2440 s, which is 6.2 times the estimated 394 s. The factor is (2ⁿ⁻¹ − 1)/(n − 1) from (6), and it measures the slowing of creep as the stress falls. For n = 1 it is ln 2 = 0.69, and the estimate is then fair.

The ratio Z at equal initial stress does not depend on Norton's law. For any creep rate r(τ) that depends on stress alone, (3) becomes dτ/dt = −(G/Z) r(τ), and

t = (Z/G) ∫ dτ/r(τ), taken from fτ₀ to τ₀.

The integral is the same for both boards. This fails if the solder hardens with creep strain. At a given stress, the sprung joint has crept Z times further by (7), so it has hardened more, and the ratio exceeds Z.

**The model beside a real joint**

The final creep strain at a given initial stress depends strongly on K, which is known only roughly. Take a board strip of modulus 20 GPa, width 1.27 mm, thickness 1.6 mm and length 10 mm. Held flat, it has the stiffness Ewt/L = 4.1 N/µm, with E its modulus and w, t and L its width, thickness and length. If it may bend, the force F at its surface also exerts a moment Ft/2. The curvature is (Ft/2)/(Ewt³/12) = 6F/(Ewt²), which adds a surface strain 3F/(Ewt) to the mean strain F/(Ewt). The stiffness drops to a quarter, 1.0 N/µm. Between these cases Z runs from 4.6 to 15.5, and at τ₀ = 10 MPa the final creep strain runs from 0.31 % to 1.0 %. A second joint loading the same spring equally would double K_j and give Z = 10.8. Smaller corrections come from elastic bending of the joint, which adds 0.08 to Z by beam theory (about 0.14 in a three-dimensional elastic calculation, which also includes the non-uniform shear near the free surface), and from the stretch of a ceramic package 1 mm thick with a modulus of 300 GPa and the width and length of the board strip, which adds about 0.4 if the package stays flat and about 1.5 if it may bend.

The displacement is small for a real assembly. With a thermal mismatch of 10 ppm/K over 10 mm, it corresponds to a temperature step of about 8 K. A full thermal cycle imposes far more, and creep during the temperature change then matters. Even here loading is not instantaneous. Numerical integration with a linear 60 s ramp gives 9.8 MPa at its end with the spring and 9.1 MPa with the rigid board, instead of 10 MPa.

The creep law also moves the times. At a given initial stress they are inversely proportional to B, which depends on the alloy and its microstructure. If primary creep multiplies the rate by 1 + 2 exp(−γ/0.01), a rough form, numerical integration gives a half-stress time of 900 s instead of 2440 s, and a ratio of 6.4 between the boards instead of 5.9. That ratio depends strongly on how fast the primary stage fades: with 1 + 5 exp(−γ/0.001) it is about 14. If a tenth of the rate at 10 MPa follows a cubic law, the stress after one hour is 4.2 MPa instead of 4.6 MPa. The cubic part dominates at low stress, so the long-time values change far more: with the spring, a tenth of the initial stress is reached after about 2 days instead of 91, and at equal displacement the late ratio of the stresses tends to Z^(1/2) = 2.4 instead of 1.43. Bending of the joint adds normal stresses that speed up creep. Beam theory gives a shear displacement rate about 30 % higher for n = 6. It is rough for so short a joint and errs low: a three-dimensional finite-element model of a cylinder with clamped faces gives about 45 to 60 %, still rising with mesh refinement. A temperature 5 K higher raises the rate by about 25 % for an activation energy of 0.55 eV. Tin is elastically anisotropic, but a change of G by 30 % moves the final creep strain only to between 0.38 % and 0.42 %, because most of the displacement is stored in the board.

The rigid case at equal displacement is the least realistic. At 59 MPa the power law is expected to break down: a law proportional to sinh⁶(τ/25 MPa), matched at 10 MPa, gives a rate about 100 times higher. Plastic yield is also likely. The early stresses, the crossing time, the time ratio Zⁿ and the 116 kJ/m³ are therefore formal values. The final inelastic strain Δ/h survives, since it requires only that the stress vanish. If creep stops at a threshold stress τ_th instead, (7) gives a final creep strain Z(τ₀ − τ_th)/G. At equal displacement this is Δ/h − Zτ_th/G, which is smaller with the softer board. Coarsening of the solder and cracking are left out.

For design, the answer depends on what is prescribed. If the mismatch displacement is given, a softer board lowers the inelastic strain (creep plus any plastic strain) in a single hold of finite length and the energy dissipated in a complete relaxation. If the initial joint stress is given, a softer board raises both. Neither statement covers repeated cycles, in which the stress left from one hold enters the next.
